# Why a Precursor Can Degrade as Liquid yet Survive as Vapour

A liquid precursor for atomic layer deposition sits in a heated ampoule for weeks. Its vapour is drawn off through a warmer line to the reactor. After a month the liquid may contain a noticeable amount of decomposition product, while the vapour arrives almost intact, although it has been hotter than the liquid. The molecule is the same in both places, so its bonds alone cannot explain the difference.

If molecules are destroyed by meeting one another, crowding matters, and the liquid is far more crowded. But the two phases also differ in residence time, in temperature and in the surroundings of a reacting pair. Each contribution is isolated below and then weighed. "Vapour" means vapour that has left the ampoule: molecules in the headspace can return to the liquid and share its history. Only decomposition after that point is counted as loss from the vapour; volatile products carried over from the liquid are not included.

## 1. The pair law

Let the reaction be A + A → products, with both partners lost. In a volume \(V\) holding \(N\) molecules there are \(N(N-1)/2\) pairs. Let each pair react with probability \(q/V\) per unit time, which defines the pair coefficient \(q\). For large \(N\), with \(n=N/V\), the number of events per volume and time is

\[
r=\frac{1}{V}\,\frac{q}{V}\,\frac{N(N-1)}{2}\simeq \frac{q n^2}{2}.
\]

If the rate is written \(r=kn^2\), then \(q=2k\). Each event removes two molecules, so at constant volume

\[
\frac{dn}{dt}=-2r=-qn^2 .
\]

The loss rate per molecule is therefore \(\Lambda=qn\): it is proportional to the density of partners. To integrate, divide by \(-n^2\):

\[
\frac{d}{dt}\frac1n=q,\qquad \frac1n=\frac1{n_0}+qt .
\]

With \(\Lambda=qn_0\) from here on, the fraction lost is

\[
X=1-\frac{n}{n_0}=1-\frac{1}{1+\Lambda t}=\frac{\Lambda t}{1+\Lambda t}.
\]

For \(\Lambda t\ll1\) this is \(X\simeq\Lambda t\). In the liquid, the law assumes that products fill the volume of the reactants, leave \(q\) unchanged and do not catalyse the reaction. It also assumes that no liquid is drawn off; in an ampoule in use, involatile products concentrate in the residue.

At equal temperature the two phases compare as

\[
\frac{\Lambda_{\rm liq}}{\Lambda_{\rm gas}}
=\frac{n_{\rm liq}}{n_{\rm gas}}\;\frac{q_{\rm liq}}{q_{\rm gas}} .
\]

The first factor is crowding. The second asks whether a pair reacts equally readily in both phases, and it has to be examined.

## 2. The density factor

The example uses round parameters: molar mass 400 g/mol, liquid density 1.3 g/cm³, temperature 373 K and vapour pressure 1 Torr. The number densities are

\[
n_{\rm liq}=\frac{\rho N_A}{M}=1.957\times10^{21}\ {\rm cm^{-3}},
\qquad
n_{\rm gas}=\frac{p}{k_BT}=2.589\times10^{16}\ {\rm cm^{-3}},
\]

where the vapour is taken as ideal. Their ratio is \(7.56\times10^4\). If \(q\) were the same in both phases, a molecule in the liquid would be lost about 76,000 times faster than one in the vapour.

## 3. The pair coefficient

Treat the molecules as spheres of contact diameter \(d\). A collision can react if the kinetic energy of motion along the line of centres exceeds \(E_0\). A fraction \(P\) of such collisions, the steric factor, has a suitable orientation. Both \(E_0\) and \(P\) are taken to be the same in the two phases.

Around one molecule, draw the sphere of radius \(d\) on which the centre of a partner lies at contact. The density of partners just outside it is \(n g\), where \(g\) measures any excess over the average density. In classical equilibrium the Boltzmann factor splits into a part for positions and a part for velocities, so the relative velocities are Maxwellian in either phase. With reduced mass \(\mu=m/2\) and inward normal speed \(u\), the reactive flux through the sphere is

\[
\Lambda=P\,4\pi d^2\,ng\int_{u_0}^{\infty}u\,\sqrt{\frac{\mu}{2\pi k_BT}}\;e^{-\mu u^2/2k_BT}\,du,
\qquad \tfrac12\mu u_0^2=E_0 .
\]

Since \(u\,e^{-\mu u^2/2k_BT}\) is the derivative of \(-(k_BT/\mu)e^{-\mu u^2/2k_BT}\), the integral equals \(\sqrt{k_BT/2\pi\mu}\;e^{-E_0/k_BT}\). Also

\[
4\sqrt{\frac{k_BT}{2\pi\mu}}=\sqrt{\frac{8k_BT}{\pi\mu}}=v_{\rm rel},
\]

the mean relative speed. Dividing \(\Lambda\) by \(n\) gives

\[
q=g\,P\,\pi d^2\,v_{\rm rel}\,e^{-E_0/k_BT}.
\]

In the dilute vapour \(g\simeq1\). This form was tested by counting collisions of straight trajectories, with threshold \(k_BT\), for 500 and then 1000 molecules in the same volume. The counted rate per molecule was 0.997 and 1.00 times the prediction, so it doubled with the density to within the sampling error, which is about 2% for each count and 3% for their ratio.

Now take \(d=0.75\) nm, \(E_0=1.25\) eV and \(P=10^{-3}\). At 373 K, \(v_{\rm rel}=198.7\) m/s and the threshold factor is \(1.29\times10^{-17}\). With lengths in centimetres,

\[
q_{\rm gas}=10^{-3}\,\pi(0.75\times10^{-7})^2(1.987\times10^4)(1.29\times10^{-17})
=4.53\times10^{-30}\ {\rm cm^3/s}.
\]

The threshold factor governs how fast either phase decomposes, but it cancels from their ratio at equal temperature.

## 4. Packing in the liquid

In a liquid, \(g\) exceeds one for hard spheres. Each sphere excludes the centres of others from a region of radius \(d\). When two spheres touch, their excluded regions overlap, which leaves more room for the rest. The overlap volume of two spheres of radius \(d\) at separation \(d\) is \(5\pi d^3/12\). To first order in density the contact excess is \(n\) times this volume:

\[
g\simeq1+\frac{5\pi nd^3}{12}=1+\frac52\eta,\qquad \eta=\frac{\pi nd^3}{6},
\]

where \(\eta\) is the packing fraction. A liquid needs more than first order. The Carnahan–Starling approximation is

\[
g\simeq\frac{1-\eta/2}{(1-\eta)^3},
\]

which reduces to the preceding result at small \(\eta\). Here \(\eta=0.432\), and the formula gives 4.285. It is an approximation, not derived here, so it was tested at this packing by a Monte Carlo simulation of 108 hard spheres. The simulation gave 4.28, well inside the 8% allowed for sampling, extrapolation to contact and finite size.

Packing thus raises the pair coefficient to \(1.941\times10^{-29}\) cm³/s. The loss rates at 373 K become

\[
\Lambda_{\rm liq}=(1.957\times10^{21})(1.941\times10^{-29})=3.80\times10^{-8}\ {\rm s^{-1}},
\]
\[
\Lambda_{\rm gas}=(2.589\times10^{16})(4.531\times10^{-30})=1.17\times10^{-13}\ {\rm s^{-1}}.
\]

Their ratio is \(3.24\times10^5\): a factor of \(7.56\times10^4\) from density and 4.3 from packing.

## 5. Attraction to the surroundings

Real molecules also attract their neighbours. Transition-state theory shows where this enters. The event rate is a crossing frequency times the density of activated pairs. In the gas that density is \(Kn^2\), with \(K\) an equilibrium constant. In the liquid it is \(Kn^2e^{-\delta/k_BT}\), where \(\delta\) is the solvation free energy of the activated pair minus that of two separate molecules. If the crossing frequency is unchanged,

\[
\frac{q_{\rm liq}}{q_{\rm gas}}=e^{-\delta/k_BT}.
\]

For hard spheres \(\delta=-k_BT\ln g\), which is negative, and the liquid helps the pair to form. If the activated pair loses favourable contacts with its neighbours, \(\delta\) rises and may become positive. Some such rise is to be expected in any real liquid. Hard spheres at this packing would exert a pressure \(nk_BT(1+4\eta g)\simeq85\) MPa, so a liquid at 1 Torr is held together by attraction, and the same attraction raises the contact density in the vapour. For a Lennard-Jones fluid with \(\sigma=d\) at the same density and \(k_BT\) between 0.75 and 1 well depth, the liquid-to-vapour ratio of \(g\) at \(r=\sigma\) is only about 1.2 to 1.6. The factor 4.3 is thus a hard-sphere value that ordinary dispersion attraction largely removes. If it is more polar than the separate molecules and the liquid stabilises it, \(\delta\) falls.

An additional shift of 0.1 eV changes the liquid rate by a factor of 22 at 373 K. The ratio of loss rates would then lie near \(1.4\times10^4\) for an unfavourable shift, or \(7\times10^6\) for a favourable one. To cancel the ratio altogether, the unfavourable shift would have to be

\[
k_BT\ln(3.24\times10^5)=0.41\ {\rm eV}.
\]

The direction of the density argument therefore survives a moderate solvation effect, but its size may not be read from densities alone.

## 6. Can diffusion limit the liquid?

Partners in a liquid must diffuse together. Let \(c(r)\) be the partner density divided by the local equilibrium enhancement \(g(r)\), so that \(c\to n\) far away. The inward current is \(J=4\pi r^2D\,g(r)\,dc/dr\): it vanishes at equilibrium, where \(c\) is uniform, and becomes Fick's law where \(g=1\). In steady state it is the same at every radius. For an estimate, set \(g(r)=1\) in this current. Since \(g(r)\) stays within a factor of a few of one, the result changes by no more than such a factor. Integrating from \(d\) to infinity then gives

\[
n-c(d)=\frac{J}{4\pi Dd}.
\]

Reaction at contact requires \(J=q_{\rm liq}c(d)\). Substituting \(c(d)=J/q_{\rm liq}\), and writing \(J=q_{\rm eff}n\), gives

\[
\frac1{q_{\rm eff}}=\frac1{q_{\rm liq}}+\frac1{q_D},\qquad q_D=4\pi Dd .
\]

The relative diffusion coefficient \(D\) is twice that of one molecule. The Stokes–Einstein estimate for radius \(d/2\) and viscosity \(\zeta\) is \(k_BT/(3\pi\zeta d)\), so \(q_D=8k_BT/(3\zeta)\). With \(\zeta=3\) mPa s this is \(4.6\times10^{-12}\) cm³/s, and \(q_{\rm liq}/q_D=4\times10^{-18}\). Partners meet and separate vastly more often than they react. Diffusion has no practical effect here; it would matter for a reaction with almost no barrier.

## 7. Residence time

Suppose the liquid is stored for 30 days, or \(2.592\times10^6\) s. Then

\[
\Lambda_{\rm liq}t=(3.80\times10^{-8})(2.592\times10^6)=0.0985,
\qquad X_{\rm liq}=\frac{0.0985}{1.0985}=0.090 .
\]

About 9% of the precursor is lost. If about half the charge were drawn off as vapour during the month and the products stayed behind, they would make up about 13% of the residue. The vapour spends 1 s in a line at 393 K. At the same pressure its bimolecular loss rate there is \(8.3\times10^{-13}\) s⁻¹, so the fraction lost by this route is \(8.3\times10^{-13}\).

This comparison mixes density with time. Two imagined cases separate them, both at 373 K:

- Vapour kept at 1 Torr for the full 30 days would lose \(3.0\times10^{-7}\) of its molecules by pair reactions. Low density alone is enough to protect it from this channel.
- Liquid kept for 1 s would lose \(3.8\times10^{-8}\). Short residence alone would also be enough.

For small losses the factors multiply. Relative to the vapour in the line, the liquid has \(3.24\times10^5\) from density and packing and \(2.59\times10^6\) from time. The warmer line takes back a factor of \(8.27/1.17\simeq7\). The resulting ratio of \(\Lambda t\) is about \(1.2\times10^{11}\). Time is the larger factor in this example, so number density, together with packing, explains the difference in *rate* at equal temperature but not the whole difference in *loss*.

## 8. Heating the vapour

At fixed pressure \(n_{\rm gas}\propto1/T\), while \(v_{\rm rel}\propto T^{1/2}\). Hence

\[
\Lambda_{\rm gas}(T)\propto T^{-1/2}e^{-E_0/k_BT}.
\]

Let the reservoir stay at \(T_s=373\) K and let the vapour be heated to \(T_\times\), where the two bimolecular loss rates are equal. Taking the logarithm of \(\Lambda_{\rm gas}(T_\times)/\Lambda_{\rm gas}(T_s)\) gives the condition

\[
\ln(3.24\times10^5)=\frac{E_0}{k_BT_s}\left(1-\frac{T_s}{T_\times}\right)-\frac12\ln\frac{T_\times}{T_s}.
\]

The solution is \(T_\times=558\) K. As a check, the threshold factor gives \(E_0/k_BT_s=38.9\), so the right side is \(12.9-0.2=12.7\), which equals the left side.

A hot zone at 573 K lies above this crossover. The bimolecular loss rate there is \(7.4\times10^{-8}\) s⁻¹, about twice that of the stored liquid, so heating has used up the density advantage. Yet in 0.1 s the fraction lost is \(7.4\times10^{-9}\), because the stay is short.

## 9. The channel that dilution cannot suppress

A molecule may also fall apart alone, at a rate

\[
k_1=A\,e^{-E_1/k_BT}
\]

that contains no density of partners. If \(k_1\) is the same in both phases, the ratio of total initial loss rates at equal temperature is

\[
R=\frac{k_1+\Lambda_{\rm liq}}{k_1+\Lambda_{\rm gas}} .
\]

When \(k_1\) is much smaller than both pair rates, \(R\) returns to the bimolecular ratio. When it is much larger than both, \(R\to1\) and the vapour gains nothing from dilution. Of these two channels, only the bimolecular one lets number density explain the difference, so it must dominate in the liquid.

Choose \(A=10^{13}\) s⁻¹ and \(E_1=1.8\) eV. At 373 K, \(k_1=4.8\times10^{-12}\) s⁻¹. This lies between the two pair rates: it is negligible in the liquid, but about 41 times the pair rate in the vapour. So

\[
R\simeq\frac{3.80\times10^{-8}}{4.78\times10^{-12}+0.12\times10^{-12}}\simeq7.8\times10^3 .
\]

The vapour is still much safer, by a smaller factor than the pair rates suggest. With this choice of \(E_1\), dilution has suppressed pair reactions so strongly that another mechanism sets its lifetime; with \(E_1=2.0\) eV the pair rate would still dominate at 373 K. Counting \(k_1\) also revises two earlier figures: the total loss rates of vapour and stored liquid become equal near 444 K rather than 558 K, and the ratio of losses between the stored liquid and the line falls from about \(10^{11}\) to about \(10^{9}\).

In the hot zone \(k_1=1.47\times10^{-3}\) s⁻¹, and 0.1 s costs \(1.5\times10^{-4}\) of the molecules, some 20,000 times the bimolecular loss there. These figures assume that collisions keep the internal energies of the vapour molecules thermal. If collisions are too rare to replace the energetic molecules that decompose, the unimolecular rate is lower and falls with pressure, so that dilution then suppresses this channel too.

## 10. Walls

The vapour also meets the tube. The one-sided flux onto a wall is

\[
n\int_0^\infty u\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mu^2/2k_BT}\,du
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4},
\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}} .
\]

A tube of diameter \(D_t\) and length \(L\) has wall area \(\pi D_tL\) and volume \(\pi D_t^2L/4\). The number of wall hits per molecule and time is therefore

\[
\frac{n\bar v}{4}\;\frac{\pi D_tL}{n\,\pi D_t^2L/4}=\frac{\bar v}{D_t}.
\]

For \(D_t=10\) mm at 393 K this is \(1.44\times10^4\) s⁻¹. A reaction probability of only \(7\times10^{-7}\) per hit would remove 1% of the vapour in 1 s, provided the gas near the wall is not depleted. That loss is about \(10^{10}\) times the bimolecular loss in the line. The claim that the vapour survives therefore holds only if the walls are very nearly inert.

## 11. The model beside a real source

The molar mass, liquid density, temperature and pressure are rough values for a heated liquid metal-amide source. The barriers, prefactor, steric factor and contact diameter are illustrative and do not describe a particular compound. The 9% loss is therefore a model result, not an observed degradation rate. It is also sensitive: the solvation shift of 0.1 eV from section 5 would move the 30-day loss to about 0.4% or 69%, and a contact diameter of 0.70 or 0.78 nm would move it to about 6% or 12%. The walls of real equipment may not be inert; the effect was sized above for the vapour line only. The liquid also touches its ampoule, and for a month: by the same counting, in a vessel 5 cm across a reaction probability near \(10^{-11}\) per hit would already remove 9%, with no role for the density of partners. Impurities and catalytic products could also speed up the liquid reaction; their effect is not estimated here.

The pair mechanism makes a prediction that can be checked on a stored liquid. In a sealed sample at fixed temperature \(1/n\) should grow linearly with time, although at a loss of only 9% an exponential decay would look almost as straight. Dilution is the sharper test: an inert solvent should reduce the initial loss rate per molecule in proportion to \(n\), provided the solvent leaves \(q\) unchanged. A unimolecular reaction with unchanged \(k_1\) would show no such reduction. Under those conditions, dilution or a cooler reservoir protects the liquid, though either also lowers the precursor's vapour pressure; for the vapour in this model, the hot-zone temperature and the condition of the walls matter more than pair collisions. The numerical output below gives the values used throughout.

## Numbers as computed

```
Molar mass: 400 g/mol
Liquid mass density: 1.3 g/cm3
Contact diameter: 0.75 nm
Bimolecular barrier: 1.25 eV
Steric factor: 0.001
Reservoir temperature: 373 K
Vapour pressure: 1 Torr
Storage time: 30 days
Storage time in seconds: 2.592e+06 s
Liquid number density: 1.957e+21 cm^-3
Vapour number density at 373 K: 2.589e+16 cm^-3
Density ratio liquid/vapour: 7.56e+04
Mean relative speed at 373 K: 198.7 m/s
Threshold factor exp(-E0/kT): 1.29e-17
Gas pair coefficient q: 4.531e-30 cm3/s
Liquid packing fraction: 0.4323
Contact enhancement, formula: 4.285
Contact enhancement, simulation: 4.28
Liquid pair coefficient q: 1.941e-29 cm3/s
Liquid loss rate: 3.8e-08 s^-1
Vapour loss rate at 373 K: 1.173e-13 s^-1
Loss-rate ratio liquid/vapour: 3.239e+05
Liquid fraction lost in storage: 0.08966
Vapour fraction lost if stored as long: 3.04e-07
Line temperature: 393 K
Line transit time: 1 s
Bimolecular vapour loss rate in line: 8.269e-13 s^-1
Bimolecular fraction lost in line: 8.269e-13
Hot-zone temperature: 573 K
Hot-zone time: 0.1 s
Bimolecular vapour loss rate in hot zone: 7.432e-08 s^-1
Bimolecular fraction lost in hot zone: 7.432e-09
Vapour temperature for equal loss rates: 557.9 K
Solvation penalty cancelling rate ratio: 0.4078 eV
Trial solvation shift: 0.1 eV
Rate factor for trial solvation shift: 22.45
Liquid viscosity: 3 mPa s
Diffusion-limited pair coefficient: 4.578e-12 cm3/s
Activated/diffusion coefficient ratio: 4.241e-18
Unimolecular prefactor: 1e+13 s^-1
Unimolecular barrier: 1.8 eV
Unimolecular rate at 373 K: 4.779e-12 s^-1
Unimolecular fraction lost in storage: 1.239e-05
Unimolecular fraction lost in line: 8.261e-11
Unimolecular rate in hot zone: 0.001473 s^-1
Unimolecular fraction lost in hot zone: 0.0001473
Tube diameter: 10 mm
Wall hits per molecule in line: 1.442e+04 s^-1
Chosen wall-loss fraction: 0.01
Reaction probability per hit for that loss: 6.933e-07
Trajectory/formula rate, low density: 0.997
Trajectory/formula rate, double density: 1
Master-equation survival at Lambda*t = 1: 0.5005
Second-order-law survival at Lambda*t = 1: 0.5
```
